# Phonon shift and linewidth of the G mode in doped graphene, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Take non-interacting $\pi$ electrons on the honeycomb lattice with bond length $b$, cell area $A_0=3\sqrt3\,b^2/2$ and hopping $t(d)=t\,e^{-\beta(d/b-1)}$. Each ion has mass $M$. The G mode is the in-plane optical vibration at $q=0$, with energy $W=\hbar\omega_0$, in which the two sublattices move against each other. Assume $|\mu|,\,W,\,kT\ll t$, work to second order in the electron-phonon vertex, and keep the lattice constant fixed. Shifts are measured from the neutral sheet at $T=0$.

(a) Derive the vertex near the Dirac points.

(b) Reduce the self-energy $\Pi(z)$ to one integral over energy.

(c) Find the shift at $T=0$ as a function of $\mu$, its limits and its zero.

(d) Find the linewidth at any $T$.

(e) Find the shift near $|\mu|=W/2$ for $0<kT\ll W$.

(f) State where the first-order pole fails.

(g) Evaluate for the round model parameters $t=3$ eV, $b=1.4$ Å, $\beta=2.5$, $M=12$ u, $W=0.2$ eV, which are of graphene size but are not fitted to anything.

## Hints

1. One sum over bonds, $\sum_j\hat\delta_j e^{iK\cdot\delta_j}$, gives both the velocity and the vertex.
2. A relative motion of two equal masses has a reduced mass.
3. At $q=0$ and $z\neq0$, look at the occupation difference of an intraband term.
4. The integral grows with the cutoff. Subtract the neutral sheet and integrate over the blocked transitions only.
5. Keep $z$ in the upper half plane until the end, and track the phase of each logarithm.
6. The blocking weight at finite $T$ is a thermal average of a step function.

## Solution

### (a) Vertex

Let the bonds from A to B be $\delta_1=b(0,1)$, $\delta_{2,3}=b(\pm\sqrt3/2,-1/2)$. The Bloch Hamiltonian has off-diagonal element $H_{AB}=h(k)=-\sum_jt_je^{ik\cdot\delta_j}$. The phases keep the undisplaced $\delta_j$; displaced positions would multiply $h$ by a common phase $e^{ik\cdot w}$, which for a static $w$ is only a unitary change of basis. For a moving $w$ that change depends on time and would add a term in $\dot w$, so the undisplaced phases are kept throughout. At $K=(4\pi/3\sqrt3b,0)$ the phases $K\cdot\delta_j$ are $0,\,2\pi/3,\,-2\pi/3$, so $h(K)=0$ and

$$\sum_j\hat\delta_{jx}e^{iK\cdot\delta_j}=\tfrac{\sqrt3}{2}\,2i\sin\tfrac{2\pi}{3}=\tfrac{3i}{2},\qquad \sum_j\hat\delta_{jy}e^{iK\cdot\delta_j}=1-\cos\tfrac{2\pi}{3}=\tfrac32 .$$

To first order in $k$, $h(K+k)=-itb\,\tfrac32(ik_x+k_y)=\hbar v(k_x-ik_y)$ with $\hbar v=3tb/2$. An upper-right element $p-ir$ corresponds to $p\sigma_x+r\sigma_y$, so $H_0=\hbar v\,\sigma\cdot k$.

A relative displacement $w=u_B-u_A$ changes the bond lengths to $b+\hat\delta_j\cdot w$, so $\delta t_j=-(\beta t/b)\,\hat\delta_j\cdot w$ and $\delta h=+(\beta t/b)\tfrac32(iw_x+w_y)$. Hence

$$H'=\frac{3\beta t}{2b}\,(w_y\sigma_x-w_x\sigma_y).$$

Setting $h+\delta h=0$ moves the Dirac point to $k_D=(\beta/b^2)(-w_y,w_x)$. At $K'=-K$ the first sum changes sign, which gives $H_0=\hbar v(-k_x\sigma_x+k_y\sigma_y)$, $H'\propto w_y\sigma_x+w_x\sigma_y$ and the opposite $k_D$.

With $u_B=-u_A=w/2$ in each of $N$ cells the kinetic energy is $\tfrac12(NM/2)\dot w^2$. An oscillator of mass $NM/2$ has $w=\sqrt{\hbar/(NM\omega_0)}\,(a+a^\dagger)$. With $X=a+a^\dagger$ and $w_0=\sqrt{\hbar/M\omega_0}$,

$$H'=\frac{X}{\sqrt N}\,V,\qquad V=g\sigma_x\ (y\text{ mode}),\quad V=\mp g\sigma_y\ (x\text{ mode at }K,K'),\qquad g=\frac{3\beta t}{2b}w_0 .$$

### (b) Self-energy

Let $O$ be the second-quantised form of $V$. The Heisenberg equations for $Wa^\dagger a+XO/\sqrt N$ are $i\hbar\dot X=W(a-a^\dagger)$ and $i\hbar\,\partial_t(a-a^\dagger)=WX+2O/\sqrt N$, so $(i\hbar\partial_t)^2X=W^2X+2WO/\sqrt N$. To order $g^2$, $O$ is the linear response of the electrons to $X\propto e^{-izt/\hbar}$, with $\mathrm{Im}\,z>0$ so that the drive is switched on from the past. The equation $i\hbar\dot\rho=[H,\rho]$ for the one-body density matrix gives $z\,\delta\rho_{s's}=(\varepsilon_{s'}-\varepsilon_s)\delta\rho_{s's}+(X/\sqrt N)V_{s's}(f_s-f_{s'})$. Solving and forming $\langle O\rangle=\sum V_{ss'}\delta\rho_{s's}$ yields $z^2-W^2-2W\Pi(z)=0$ with

$$\Pi(z)=\frac2N\sum_{k,s,s'}|V_{s's}|^2\frac{f_s-f_{s'}}{z+\varepsilon_s-\varepsilon_{s'}},$$

where the 2 counts spin. Near $z=W$ one has $z^2-W^2\approx2W(z-W)$, so the response is $1/(E-W-\Pi)$, a Lorentzian displaced by $\mathrm{Re}\,\Pi(W+i0)$ with full width at half maximum $\Gamma=-2\,\mathrm{Im}\,\Pi(W+i0)$.

The eigenstates at $K$ are $|\pm\rangle=(1,\pm e^{i\theta})/\sqrt2$ with energies $\pm\varepsilon$, $\varepsilon=\hbar vk$. Direct multiplication gives $\langle+|\sigma_x|-\rangle=\tfrac12(e^{-i\theta}-e^{i\theta})=-i\sin\theta$ and $\langle+|\sigma_y|-\rangle=\tfrac i2(e^{i\theta}+e^{-i\theta})=i\cos\theta$. Both squares average to $1/2$; $K'$ follows from $k_x\to-k_x$ and has the same average. Terms with $s=s'$ vanish, because the numerator is zero and $z\ne0$. With $n(x)=1/(e^{x/kT}+1)$ and $F(\varepsilon)=n(-\varepsilon-\mu)-n(\varepsilon-\mu)$, the two interband terms give

$$F\left[\frac1{z-2\varepsilon}-\frac1{z+2\varepsilon}\right]=\frac{4\varepsilon F}{z^2-4\varepsilon^2}.$$

Per valley, $N^{-1}\sum_k\to A_0(2\pi)^{-2}\int k\,dk\,d\theta$, with $k\,dk=\varepsilon\,d\varepsilon/(\hbar v)^2$. The prefactor is $2\cdot2\cdot\frac{A_0}{2\pi}\cdot\frac{g^2}{2}/(\hbar v)^2$, so

$$\Pi(z)=\alpha\int_0^\Lambda d\varepsilon\,F(\varepsilon)\frac{4\varepsilon^2}{z^2-4\varepsilon^2},\qquad \alpha=\frac{g^2A_0}{\pi(\hbar v)^2}=\frac{3\sqrt3}{2\pi}\frac{\beta^2w_0^2}{b^2}.$$

The second form uses $g^2/(\hbar v)^2=\beta^2w_0^2/b^4$: the hopping $t$ cancels. $\Lambda\sim t$ is the cutoff of the cone.

The kernel is $-1+z^2/(z^2-4\varepsilon^2)=-1+\frac z4\left[\frac{2}{z+2\varepsilon}+\frac{2}{z-2\varepsilon}\right]$, with primitive

$$P(\varepsilon)=-\varepsilon+\frac z4\left[\ln(z+2\varepsilon)-\ln(z-2\varepsilon)\right],\qquad P(0)=0 .$$

Both arguments stay in the upper half plane, so the principal logarithms are continuous along the path. For the neutral sheet at $T=0$, $F=1$. Using $\ln(z-2\Lambda)=\ln(2\Lambda-z)+i\pi$ and $\ln\frac{1+y}{1-y}=2y+\dots$ with $y=z/2\Lambda$,

$$\Pi_{\rm neutral}=\alpha\left[-\Lambda-\frac{i\pi z}{4}+\frac{z^2}{4\Lambda}+\dots\right].$$

The terms containing $\Lambda$ do not depend on doping and are absorbed in $W$. The term $-i\pi\alpha z/4$ remains.

### (c) Shift at $T=0$

Doping makes $F=0$ for $\varepsilon<|\mu|$: for $\mu>0$ the final state is full, for $\mu<0$ the initial state is empty. The change is $\Delta\Pi_0=-\alpha P(|\mu|)$:

$$\Delta\Pi_0(\mu;z)=\alpha\left\{|\mu|+\frac z4\left[\ln(z-2|\mu|)-\ln(z+2|\mu|)\right]\right\},$$

and for $z\to W+i0$ the real part is

$$\delta W_0(\mu)=\alpha\left[|\mu|+\frac W4\ln\left|\frac{W-2|\mu|}{W+2|\mu|}\right|\right].$$

The signs follow from the kernel. A pair excitation with $2\varepsilon<W$ has a positive kernel and pushes the phonon up; one with $2\varepsilon>W$ pushes it down. For $|\mu|<W/2$ doping removes upward pushes only, and the phonon softens. At $|\mu|=W/2$ all of them are gone while the downward pushes begin at resonance, and $\int d\varepsilon/(W-2\varepsilon)$ diverges logarithmically: $\delta W_0\to-\infty$ at both $\mu=\pm W/2$. The divergence belongs to $T=0$, sharp electronic levels and first order in $\alpha$.

With $x=2|\mu|/W$ and $\ln\frac{1-y}{1+y}=-2y-\tfrac23y^3-\dots$, two limits follow. For $x<1$ take $y=x$; the linear term $-Wx/2=-|\mu|$ cancels, leaving $-\frac W6x^3$, so $\delta W_0\approx-\tfrac43\alpha|\mu|^3/W^2$. For $x>1$ take $y=1/x$, which gives

$$\delta W_0=\alpha\left[|\mu|-\frac{W^2}{4|\mu|}-\frac{W^4}{48|\mu|^3}-\dots\right].$$

The stiffening is linear only asymptotically, with slope $\alpha$. The zero satisfies $x=\tfrac12\ln\frac{x+1}{x-1}$, that is $x=\coth x$, with root $x=1.19968$; the phonon is harder than at neutrality only for $|\mu|>0.6W$.

### (d) Linewidth

For real $W$, $\mathrm{Im}\,(W+i0-2\varepsilon)^{-1}=-\pi\delta(W-2\varepsilon)=-\tfrac\pi2\delta(\varepsilon-W/2)$, and the term $(z+2\varepsilon)^{-1}$ is real. Then $\mathrm{Im}\,\Pi=-\alpha\,\frac W2\,\frac\pi2F(W/2)$. To simplify $F$, put $A=e^{W/2kT}$ and $m=e^{-\mu/kT}$: $F=\frac1{m/A+1}-\frac1{mA+1}=\frac{m(A-1/A)}{m^2+m(A+1/A)+1}$. Dividing above and below by $2m$,

$$\Gamma=\Gamma_0\,\frac{\sinh(W/2kT)}{\cosh(W/2kT)+\cosh(\mu/kT)},\qquad\Gamma_0=\frac{\pi\alpha W}2 .$$

As $T\to0$ this is $\Gamma_0$ for $|\mu|<W/2$ and zero beyond, in agreement with (c), where $\ln(z-2|\mu|)$ acquires $+i\pi$ and cancels the neutral $-i\pi\alpha W/4$. At $|\mu|=W/2$, $\Gamma=\tfrac12\Gamma_0\tanh(W/2kT)$. The golden rule gives the same width. Pair creation minus annihilation carries $f_-(1-f_+)-f_+(1-f_-)=F$, and $\hbar$ times the net rate is $2\pi\alpha\int\varepsilon F\,\delta(W-2\varepsilon)\,d\varepsilon=2\pi\alpha\,(W/4)F$. The phonon decays into a pair at $\pm W/2$, and the Pauli principle closes this channel. Anharmonic decay is outside the model.

### (e) Finite temperature

The blocked weight is $1-F=n(\varepsilon-\mu)+n(\varepsilon+\mu)$, since $1-n(-x)=n(x)$. With the normalised even kernel $\mathcal K(x)=-n'(x)$,

$$\int dE\,\mathcal K(E-\mu)\,\theta(|E|-\varepsilon)=n(\varepsilon-\mu)+1-n(-\varepsilon-\mu)=1-F .$$

Since $\Delta\Pi$ is linear in $1-F$, $\Delta\Pi_T(\mu)=\int dE\,\mathcal K(E-\mu)\,\Delta\Pi_0(E)$. A logarithm is integrable, so the shift is finite for any $T>0$.

Near $\mu=W/2$ negative $E$ has weight of order $e^{-W/2kT}$ and is dropped. Put $E=W/2+x$. The averages needed come from $\mathcal K=\mathrm{sech}^2(x/2kT)/4kT$ and $I(s)=\int_0^\infty y^s\,\mathrm{sech}^2y\,dy$. The series $\mathrm{sech}^2y=4\sum_n(-1)^{n+1}ne^{-2ny}$, integrated term by term for large $s$ and continued analytically, gives $I(s)=2^{1-s}\Gamma(s+1)\eta(s)$, where $\Gamma(s+1)$ is Euler's function and $\eta(s)=(1-2^{1-s})\zeta(s)$. From $\zeta(0)=-\tfrac12$ and $\zeta'(0)=-\tfrac12\ln2\pi$ follow $\eta(0)=\tfrac12$ and $\eta'(0)=-\ln2+\tfrac12\ln2\pi=\tfrac12\ln\frac\pi2$. Thus $I(0)=1$ and $I'(0)=-\ln2-\gamma+\ln\frac\pi2$, with $\gamma$ Euler's constant. With $x=2kTy$, $\langle\ln|2x|\rangle=\ln4kT+I'(0)=\ln(\pi e^{-\gamma}kT)$, and $\langle x^2\rangle=(2kT)^2I(2)=\pi^2(kT)^2/3$ from $\eta(2)=\pi^2/12$. The regular logarithm expands as $\langle\ln(2W+2x)\rangle=\ln2W-\langle x^2\rangle/2W^2+\dots$. Collecting terms,

$$\delta W_T(W/2)=\alpha\left[\frac W2+\frac W4\ln\frac{\pi e^{-\gamma}kT}{2W}+\frac{\pi^2(kT)^2}{24W}+\dots\right].$$

The dip deepens only as $\ln T$.

For $\mu=W/2+\delta$ the regular terms have slope $1-\frac W4\frac{2}{2W}=\tfrac34$. The singular term is $\frac W4L(\delta)$ with $L(\delta)=\int\mathcal K(x-\delta)\ln|x|\,dx$, which is even in $\delta$, and $L''(0)=\int\mathcal K''\ln|x|\,dx$. Two integrations by parts give $\int_0^\infty y^s(\mathrm{sech}^2y)''dy=s(s-1)I(s-2)=2^{3-s}\Gamma(s+1)\eta(s-2)$. At $s=0$ this vanishes because $\eta(-2)=0$, so the scale factor inside the logarithm drops out, and its derivative is $8\eta'(-2)=-56\zeta'(-2)=14\zeta(3)/\pi^2$, using $\zeta'(-2)=-\zeta(3)/4\pi^2$. Hence $L''(0)=14\zeta(3)/(2\pi kT)^2$, and $\tfrac34+\frac W4L''(0)\delta=0$ places the minimum at

$$|\mu|_{\min}=\frac W2-\frac{3(2\pi kT)^2}{14\zeta(3)W}\qquad(kT\ll W).$$

### (f) Validity of the first-order pole

The exact pole $E=W+\epsilon$ of the equation in (b) obeys $2W\epsilon+\epsilon^2=2W\Pi(W+\epsilon)$. Iterating once, $\epsilon=\Pi\,[1+\Pi'-\Pi/2W]$, with

$$\mathrm{Re}\,\Pi'=\alpha\left[\frac14\ln\left|\frac{W-2|\mu|}{W+2|\mu|}\right|+\frac W4\left(\frac1{W-2|\mu|}-\frac1{W+2|\mu|}\right)\right]$$

at $T=0$. Here $\epsilon$ is measured from $W$. For $|\mu|<W/2$ the product of $\mathrm{Im}\,\Pi=-\Gamma_0/2$ and $\mathrm{Im}(\Pi'-\Pi/2W)=-\Gamma_0/4W$ adds $-\Gamma_0^2/8W$ to $\mathrm{Re}\,\epsilon$, which is not small against $\delta W_0$ at small $|\mu|$; the neutral pole is lowered by the same amount, so this term cancels in the shift from neutrality for $|\mu|<W/2$ and adds $+\Gamma_0^2/8W$ to it for $|\mu|>W/2$. Apart from this term, away from resonance the relative correction is of order $\alpha$ while $|\mu|$ is comparable to $W$; for $|\mu|\gg W$ the term $\Pi/2W$ dominates and its size grows as $\alpha|\mu|/2W$. Near it, $|\mathrm{Re}\,\Pi'|\approx\alpha W/(4|W-2|\mu||)$ reaches 1 at $\big||\mu|-W/2\big|=\alpha W/8$, and inside that window the expansion certainly fails. This is only an inner bound: expanding $\ln(W+\epsilon-2|\mu|)$ in $\epsilon$ needs $|\epsilon|\ll|W-2|\mu||$, and the resonance itself moves to $2|\mu|=W+\mathrm{Re}\,\epsilon$. At $T>0$, near resonance $F(E/2)\approx n(|\mu|-E/2)$, whose slope in $E$ at $|\mu|=W/2$ is $1/8kT$; since $\mathrm{Im}\,\Pi=-\Gamma/2$, the leading part of $\mathrm{Im}\,\Pi'$ there is $-\Gamma_0/16kT$, and the first-order pole requires this to be small.

A second omission is the part of $H'$ quadratic in $w$, of size $\beta^2tw_0^2/b^2$. At the Dirac point it is a constant $\sigma_x$ or $\sigma_y$, whose diagonal elements $\cos\theta,\sin\theta$ average to zero. The next order carries a factor $bk\sim\varepsilon/t$, and summing over the doped states gives $\sim\alpha|\mu|^3/t^2$, of relative order $(\mu/t)^2$.

The vertex, the self-energy, the shift and linewidth with doping and temperature, and the limits of the first-order pole are now established. What remains is to evaluate them for the model parameters in (g), and to examine the static limit and the corrections from the full lattice band.
